# Why bare-nucleus guesses misfill heavy atoms and screened potentials do not

Take a xenon nucleus without its electrons, solve the Dirac equation for one electron in its field, and fill the levels from the bottom with 54 electrons. Eight of them land in 4f, and 5s and 5p stay empty. In the converged Dirac-Fock atom 5s and 5p are full and 4f is empty. The bare order is not a near miss: 4f7/2 lies at −91.35 Eh and 5p3/2 at −58.97 Eh, a gap of 32.4 Eh on the wrong side.

The bare nucleus is a solvable model, so the error can be traced to its source. Hartree atomic units are used, with \(c=1/\alpha\) and the rest energy subtracted.

## The levels of the bare nucleus

In a central potential \(V(r)\) a four-component spinor has a large radial function \(P\) and a small one \(Q\), which obey

\[
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=\varepsilon P,\qquad
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q=\varepsilon Q .
\]

Here \(j=|\kappa|-\tfrac12\), with \(l=\kappa\) for \(\kappa>0\) and \(l=-\kappa-1\) for \(\kappa<0\). A subshell holds \(2j+1=2|\kappa|\) electrons.

For a point nucleus put \(V=-Z/r\), \(a=Z/c\) and \(E=\varepsilon+c^2\). Solving for the derivatives gives, with \(u=(P,Q)^T\),

\[
u'=\left(A+\frac{B}{r}\right)u,\quad
A=\begin{pmatrix}0&p\\ q&0\end{pmatrix},\quad
B=\begin{pmatrix}-\kappa&a\\-a&\kappa\end{pmatrix},
\]

where \(p=(c^2+E)/c\) and \(q=(c^2-E)/c\). Direct multiplication gives \(A^2=\mu^2\) with \(\mu^2=pq=c^2-E^2/c^2\), and \(B^2=\gamma^2\) with \(\gamma^2=\kappa^2-a^2\). A bound state therefore decays as \(e^{-\mu r}\) and starts as \(r^\gamma\); for the charges used here the other start, \(r^{-\gamma}\), is not normalizable. Inserting

\[
u=e^{-\mu r}r^\gamma\sum_{k\ge0}v_kr^k
\]

and comparing powers of \(r\) yields

\[
(k+\gamma-B)\,v_k=(A+\mu)\,v_{k-1},\qquad v_{-1}=0 .
\]

If the series does not end, the ratio of successive coefficients approaches \(2\mu/k\) at large \(k\), as in the series of \(e^{2\mu r}\), because \(A+\mu\) has eigenvalues \(0\) and \(2\mu\). The sum then behaves as \(e^{2\mu r}\) and defeats the decay. So it must end at some \(k=N\), which requires \((A+\mu)v_N=0\), or \(v_N\propto(p,-\mu)^T\).

The row \(s=(q,-\mu)\) satisfies \(s(A+\mu)=0\). Multiplying the recurrence at \(k=N\) by \(s\) removes its right side:

\[
(N+\gamma)\,s v_N=sBv_N .
\]

With \(v_N=(p,-\mu)^T\), the left product is \(sv_N=pq+\mu^2=2\mu^2\). On the right,

\[
sBv_N=q(-\kappa p-a\mu)-\mu(-ap-\kappa\mu)=a\mu(p-q)=\frac{2a\mu E}{c},
\]

since the two terms in \(\kappa\) cancel. Hence \(\mu(N+\gamma)=aE/c\). Squaring and using \(\mu^2=c^2-E^2/c^2\) gives, for the electron branch \(E>0\),

\[
\varepsilon=c^2\left\{\left[1+\frac{a^2}{(n-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\},\qquad n=N+|\kappa| .
\]

For \(N\ge1\) the condition is also sufficient. The row \(s(N+\gamma-B)\) is not zero, because \(B\) has eigenvalues \(\pm\gamma\), so it fixes the direction of \(v_N\) to be the terminating one. For \(N=0\) the vector must also obey \(Bv_0=\gamma v_0\), whose first row gives \(\kappa=-\gamma-a\mu/p<0\). This leaves the usual list \(n\ge l+1\).

The sign of \(\kappa\) has dropped out. Thus 5d5/2 (\(\kappa=-3\)) and 5f5/2 (\(\kappa=3\)) coincide: for mercury both lie at −129.63 Eh. To see what separates the other levels, expand in \(a\). With \(\gamma\simeq|\kappa|-a^2/(2|\kappa|)\),

\[
\varepsilon\simeq-\frac{Z^2}{2n^2}-\frac{Z^4}{2c^2n^3}\left(\frac1{|\kappa|}-\frac{3}{4n}\right).
\]

The main term depends on \(n\) alone. Nothing makes an f electron more expensive than an s electron of the same \(n\), apart from a fine-structure term that depends on \(j\).

## Counting the misplaced electrons

The shells \(n=1,2,3\) hold \(2+8+18=28\) electrons. Within \(n=4\) the order is \(|\kappa|=1,2,3,4\), with room for 4, 8, 12 and 8. Xenon has 26 electrons left: 24 fill the first three groups, including six places in 4f5/2, and two enter 4f7/2. This gives the eight f electrons. Barium, with two more, gets ten and leaves 5s, 5p and 6s empty.

In mercury the first four shells take 60 electrons, and 20 remain for \(n=5\). Twelve fill \(|\kappa|=1,2\). The last eight face twelve equal places in 5d5/2 and 5f5/2; if equal levels share equally, each subshell gets four. The true configuration has six in 5d5/2, none in 5f and two in 6s, so four electrons are misplaced. In ytterbium the last six electrons share 5p3/2 and 5d3/2, three each, while the true atom has four in 5p3/2 and two in 6s: three are misplaced.

These fillings were tested by diagonalizing the bare problem in a Gaussian basis with a nucleus of finite size. The finite nucleus and the basis split the equal levels slightly; when levels within 0.05 % of each other are treated as equal, the electron numbers in every symmetry agree with the formula.

## Why screening must vary with distance

Write the screened potential as \(V=-Z(r)/r\). Merely lowering the charge is no cure: if \(Z(r)\) were a smaller constant, the formula above would still hold and \(n\) would still dominate. What matters is that \(Z(r)\) falls with distance. In the mercury potential used below it is 74.9 at 0.01 bohr, 49.0 at 0.1, 5.94 at 1 and 0.35 at 5 bohr.

Who benefits from the large inner charge is decided by the centrifugal barrier. In the nonrelativistic limit the second radial equation gives \(Q\simeq(P'+\kappa P/r)/(2c)\). Inserted in the first, this yields

\[
\frac12\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left(P'+\frac{\kappa}{r}P\right)
=\frac12\left[-P''+\frac{\kappa(\kappa+1)}{r^2}P\right],
\]

because the terms in \(P'\) cancel. Since \(\kappa(\kappa+1)=l(l+1)\) for both signs, the electron moves in

\[
V_l(r)=-\frac{Z(r)}{r}+\frac{l(l+1)}{2r^2}.
\]

For an f electron in mercury this is \(-490+600=+110\) Eh at 0.1 bohr, \(-5.94+6.00=+0.06\) Eh at 1 bohr and \(-0.07+0.24=+0.17\) Eh at 5 bohr. An s electron has no barrier and feels −490, −5.94 and −0.07 Eh. There is still an attractive f region between the listed radii, since 4f7/2 is bound at −3.40 Eh in this potential. The same region is open to 5f5/2, but the calculation finds no second bound f5/2 level in it: 5f5/2 comes out at +0.03 Eh. A positive energy of this kind depends on the finite basis and is not the energy of a bound level.

The change can be followed continuously. Let \(W=V-V_{\rm nuc}\) be the screening and \(V_\lambda=V_{\rm nuc}+\lambda W\). For a normalized eigenstate \(\psi_\lambda\) of \(H_\lambda\),

\[
\frac{d\varepsilon}{d\lambda}
=\langle\psi_\lambda|W|\psi_\lambda\rangle
+\varepsilon\frac{d}{d\lambda}\langle\psi_\lambda|\psi_\lambda\rangle
=\langle W\rangle_\lambda ,
\]

since the norm is constant. Subtracting this for two levels and integrating up to their crossing at \(\lambda_c\) gives

\[
\int_0^{\lambda_c}\left(\langle W\rangle_f-\langle W\rangle_v\right)d\lambda
=\varepsilon_v(0)-\varepsilon_f(0),
\]

where \(v\) is the valence level. For 5f5/2 and 6s1/2 in mercury the initial gap is \(129.63-94.01=35.62\) Eh. Screening pays it off at \(\lambda_c=0.889\). For 4f7/2 and 5p3/2 in xenon the gap of 32.38 Eh is paid off at 0.950. Quadrature of the left side reproduces both gaps. Most of the screening must therefore be present before these levels change places.

The degenerate pair 5d5/2 and 5f5/2 reacts at once. For a point nucleus \(W=Z/r-Z(r)/r\), so that

\[
\langle W\rangle=Z\left\langle\frac1r\right\rangle-\left\langle\frac{Z(r)}r\right\rangle .
\]

The same derivative rule, with \(Z\) as the parameter, gives \(\langle1/r\rangle=-d\varepsilon/dZ\) in the bare field. It is equal for the two levels, because they share one energy formula. Their difference comes from the second term, the attraction that survives screening. The computed slopes are 160.5 Eh for 5d5/2 and 168.2 Eh for 5f5/2, so the d spinor keeps 7.7 Eh more attraction. Weak screening already puts 5d5/2 below 5f5/2. That would reduce mercury's misplaced electrons from four to two; the remaining two belong in 6s and need the later crossing.

There is a limit in which the bare guess becomes good. Keep the number of electrons fixed and raise \(Z\). Nonrelativistically, lengths shrink as \(1/Z\), so gaps between different \(n\) grow as \(Z^2\) while electron repulsion grows as \(Z\). Highly charged ions thus approach the bare order between shells, though repulsion still decides among degenerate levels. In this limit misfilling between different shells disappears, while equal sharing among degenerate levels can remain wrong at any charge. The argument does not say how high the charge must be; that depends on the levels involved, and a moderately charged ion can still be misfilled.

## A guess that contains the screening

The superposition of atomic potentials (SAP) starts from

\[
V_{\rm SAP}(\mathbf r)=-\sum_A\frac{Z_A(|\mathbf r-\mathbf R_A|)}{|\mathbf r-\mathbf R_A|},
\]

with each \(Z_A(r)\) prepared once for a free atom. One diagonalization then supplies the starting spinors. Here the atomic potential is self-consistent with local exchange,

\[
-\frac{Z_A(r)}r=V_{\rm nuc}(r)+\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'-\left(\frac{3\rho(r)}{\pi}\right)^{1/3},
\]

where \(\rho\) comes from four-component spinors. For a single atom the sum has one term, and that is the case examined.

The configuration was supplied when this potential was made, which raises a fair objection: perhaps the answer was put in by hand. A Thomas-Fermi potential serves as a control, since it knows no shells. It fills local momenta up to \(k_F=\sqrt{-2V}\), so \(\rho=k_F^3/(3\pi^2)\). With \(V=-Z\phi/r\), the Poisson equation \(\nabla^2V=-4\pi\rho\) outside the nucleus becomes

\[
\frac{d^2\phi}{dr^2}=\frac{4r}{3\pi Z}\left(\frac{2Z\phi}{r}\right)^{3/2},\qquad \phi(0)=1,\quad\phi(\infty)=0 .
\]

Filling the Dirac levels of this potential also gives the right number of electrons in every symmetry for Xe, Ba, Yb and Hg. For these atoms smooth screening is enough to give the right counts, though right counts do not show that the gap between filled and empty levels is comfortable. Barium is the marginal case: its 6s level is bound by only about 0.001 Eh in this potential, with a mean radius near 17 bohr.

## Measuring the guess against converged spinors

The reference is the closed-shell Dirac-Fock determinant. Its occupied spinors are taken from the electron branch and make the following energy stationary. The stationary point is not a minimum, because mixing in negative-energy spinors would lower the energy:

\[
E=\sum_i\langle i|h|i\rangle+\frac12\sum_{ij}\left(\langle ij|ij\rangle-\langle ij|ji\rangle\right).
\]

The Breit interaction, quantum electrodynamics and correlation are left out. In all four atoms no computed empty level lies below a filled one.

Let guess spinor \(i\) have occupation \(f_i\) between 0 and 1. The population of converged spinor \(j\), and the total projection, are

\[
p_j=\sum_if_i|\langle i|j\rangle|^2,\qquad P=\sum_{j\,\rm occ}p_j .
\]

Spinors of different \(\kappa\) are orthogonal, so each symmetry can be treated alone. Its share of \(P\) cannot exceed the guess electrons there, \(N_\kappa^g=\sum f_i\), because each guess spinor has at most unit weight in the occupied space. Nor can it exceed the converged number \(N_\kappa^c\), because each \(p_j\le1\). Therefore

\[
P\le\sum_\kappa\min(N_\kappa^g,N_\kappa^c)=N-M,
\]

which defines \(M\), the number of misplaced electrons. A projection above \(N-1\) proves \(M<1\); when whole electrons are assigned to each symmetry, it proves \(M=0\).

For xenon the bare guess has \(M=8\), so \(P\) can be at most 46. It is 32.93. The further loss of 13.1 electrons is one of shape: the bare spinors are too compact. Forcing the correct shells raises \(P\) only to 37.50. In ytterbium the same correction even lowers it, from 44.01 to 43.71. The three electrons taken out of bare 5d3/2 overlapped more with the converged occupied space than those put into 5p3/2 and 6s. A change in \(P\) alone is thus no measure of occupation, and \(M\) has to be read beside it.

With SAP, \(P\) is 53.994 of 54 for xenon, 55.991 of 56 for barium, 69.938 of 70 for ytterbium and 79.977 of 80 for mercury. Each deficit is below one electron, and direct counting gives \(M=0\). In mercury the population of converged 6s1/2 rises from 0.011 with the bare guess to 0.997, that of 5d5/2 from 0.031 to 0.999. The 4f7/2 subshell is full in both guesses, yet its population rises from 0.384 to 1.000: here the bare guess had the right occupation and the wrong spinor.

The Thomas-Fermi control shows that the bound cannot be read backwards: a large deficit does not prove that an electron is misplaced. For barium \(P=54.08\) in the basis used, a deficit of 1.92, which by itself would allow a misplaced electron. Counting shows that there is none; the loss is again one of shape, here of a 6s spinor that is far too diffuse. The value itself is not converged: the basis confines this spinor, and without confinement \(P\) falls by about 0.4, to roughly 53.7.

## Where the repair can fail

Correct occupations do not require correct energies. In ytterbium SAP puts 4f7/2 at −0.050 Eh, above 6s1/2 at −0.119 Eh, whereas Dirac-Fock has −0.480 and −0.197 Eh, the reverse order. This does no harm because both are full. The danger comes from empty levels: 6p1/2 lies at −0.027 Eh, so the margin is at most 0.024 Eh, or 0.64 eV. In barium 5d3/2 lies 0.048 Eh above 6s1/2. In mercury 6p1/2 is 0.188 Eh above 6s1/2, a far safer distance.

A different atomic potential could close a margin as small as ytterbium's, and open d or f shells need not have any margin at all. In a molecule the neighbours also act: the mercury potential is still \(-0.35/5=-0.07\) Eh at 5 bohr. A uniform shift of that size would leave the order alone, but its variation across the atom would not have to. For such cases the four closed-shell results are no guarantee. The number of electrons in each symmetry should be inspected after the first diagonalization, and fixed by symmetry if the frontier levels are too close to be trusted.

The numerical output below lists the electron counts and projections of every guess, with selected levels and populations.

## Values computed for the example and the checks

```
s-f shell repulsion, radial: 261.83992 Eh
s-f shell repulsion, 3D: 261.83991 Eh
10-electron ion Z=80, radial: -13115.5002 Eh
10-electron ion Z=80, molecular code: -13115.5002 Eh
Guess lines: electrons in s/p/d/f/g; M; projection P;
P* = projection with the right shells forced (electrons)
Xe Z=54: E(DF)=-7446.895, highest filled=-0.4398 Eh
 bare: 8/18/20/8/0; M=8.00; P=32.931; P*=37.501
 TF: 10/24/20/0/0; M=0.00; P=53.394; P*=53.394
 SAP: 10/24/20/0/0; M=0.00; P=53.994; P*=53.994
 5s1/2: bare -59.965, SAP -0.6863, DF -1.0101 Eh; pop. bare 0.040, SAP 0.9990
 5p3/2: bare -58.966, SAP -0.2500, DF -0.4398 Eh; pop. bare 0.025, SAP 0.9995
 4f7/2: bare -91.347, SAP 0.0341 Eh (empty in DF)
 4f7/2-5p3/2 crossing at lambda=0.9501
 bare gap 32.3807 Eh, screening integral 32.3807 Eh
Ba Z=56: E(DF)=-8135.645, highest filled=-0.1632 Eh
 bare: 8/18/20/10/0; M=10.00; P=33.598; P*=38.768
 TF: 12/24/20/0/0; M=0.00; P=54.080; P*=54.080
 SAP: 12/24/20/0/0; M=0.00; P=55.991; P*=55.991
 6s1/2: bare -44.690, SAP -0.0948, DF -0.1632 Eh; pop. bare 0.004, SAP 0.9966
 5d3/2: bare -63.469, SAP -0.0473 Eh (empty in DF)
 4f5/2: bare -98.603, SAP 0.0302 Eh (empty in DF)
Yb Z=70: E(DF)=-14067.677, highest filled=-0.1965 Eh
 bare: 10/23/23/14/0; M=3.00; P=44.009; P*=43.710
 TF: 12/24/20/14/0; M=0.00; P=69.603; P*=69.603
 SAP: 12/24/20/14/0; M=0.00; P=69.938; P*=69.938
 4f7/2: bare -153.754, SAP -0.0502, DF -0.4802 Eh; pop. bare 0.229, SAP 0.9964
 6s1/2: bare -70.945, SAP -0.1192, DF -0.1965 Eh; pop. bare 0.004, SAP 0.9929
 5d3/2: bare -99.851, SAP -0.0033 Eh (empty in DF)
 6p1/2: bare -70.948, SAP -0.0265 Eh (empty in DF)
Hg Z=80: E(DF)=-19648.896, highest filled=-0.3280 Eh
 bare: 10/24/28/18/0; M=4.00; P=52.517; P*=52.786
 TF: 12/24/30/14/0; M=0.00; P=79.476; P*=79.476
 SAP: 12/24/30/14/0; M=0.00; P=79.977; P*=79.977
 4f7/2: bare -201.077, SAP -3.4021, DF -4.3117 Eh; pop. bare 0.384, SAP 0.9999
 5d5/2: bare -129.633, SAP -0.2956, DF -0.5746 Eh; pop. bare 0.031, SAP 0.9987
 6s1/2: bare -94.012, SAP -0.2218, DF -0.3280 Eh; pop. bare 0.011, SAP 0.9968
 6p1/2: bare -94.023, SAP -0.0340 Eh (empty in DF)
 5f5/2: bare -129.633, SAP 0.0340 Eh (empty in DF)
 5f5/2-6s1/2 crossing at lambda=0.8887
 bare gap 35.6212 Eh, screening integral 35.6212 Eh
 bare 5d5/2: basis -129.6327, Sommerfeld -129.6328 Eh
 bare 5f5/2: basis -129.6328, Sommerfeld -129.6328 Eh
 bare 4f7/2: basis -201.0765, Sommerfeld -201.0765 Eh
 bare 6s1/2: basis -94.0116, Sommerfeld -94.0246 Eh
 first-order screening: 5d5/2 160.486, 5f5/2 168.150 Eh
 SAP charge Z(r) at r=0.01, 0.1, 1, 5 bohr: 74.932, 48.952, 5.944, 0.351 e
```
